# Leading quantum correction to the conductance of one phonon channel

## Problem

Two bodies in contact exchange heat through a single phonon channel, meaning one polarization branch at one transverse wave vector. The branch is taken to start at zero frequency, as an acoustic branch does at zero transverse wave vector, and its frequency rises steadily with wave number. A phonon of angular frequency $\omega$ that reaches the interface crosses it with probability $\tau$ and is otherwise reflected. Its frequency does not change. The probability is the same constant, $0<\tau\le 1$, for all $0<\omega<\omega_c$, and it is zero above the cutoff $\omega_c$.

The phonons that arrive from the two sides come from reservoirs at $T_h=T+\Delta T/2$ and $T_c=T-\Delta T/2$. If $J$ is the heat current, the conductance at mean temperature $T$ is $G=J/\Delta T$ in the limit $\Delta T\to0$. The classical conductance $G_{cl}$ belongs to the same channel with the same $\tau$ and $\omega_c$, but with the classical thermal energy $k_BT$ in every mode.

1. Find $G_{cl}$ and the leading quantum correction to it at high temperature, as a fraction of $G_{cl}$.
2. Find how far this leading term can be trusted.
3. Evaluate the result for a channel with $\tau=0.40$ at 300 K, whose cutoff is that of an iridium electrode on a stiffer oxide, roughly $\omega_c/2\pi=7$ THz.

## First estimate by scaling

The model contains one energy quantum, $\hbar\omega_c$, and one thermal energy, $k_BT$. The transmission multiplies the whole current and cancels from $G/G_{cl}$. This ratio can therefore depend only on

$$x_c=\frac{\hbar\omega_c}{k_BT}.$$

The power of $x_c$ in the first correction follows from a symmetry. With the Bose occupation $n=1/(e^{\hbar\omega/k_BT}-1)$, the mean energy of a mode, zero-point energy included, is

$$\hbar\omega\left(n+\tfrac12\right)=\frac{\hbar\omega}{2}\coth y,\qquad y=\frac{\hbar\omega}{2k_BT}.$$

Both $\hbar\omega$ and $\coth y$ change sign when $\hbar$ does, so the product is even in $\hbar$. An expansion about the classical value $k_BT$ contains even powers of $\hbar$, and the first correction can be no larger than order $x_c^2$. The zero-point part does not depend on temperature and carries no net heat between the reservoirs, so including it here does no harm.

For a rough coefficient, take the natural variable $y$ at the middle of the band, where $\omega=\omega_c/2$ and $y=x_c/4$. Suppose that the fractional correction is $y^2$ with a coefficient of one. The estimate is then

$$\left(\frac{G_{cl}-G}{G_{cl}}\right)_{\rm estimate}\sim\frac{x_c^2}{16}.$$

The sign has been assumed here on physical grounds: a quantized mode takes up less heat per kelvin than a classical one, because part of its excitation is frozen out. The power is well founded. The factor 16 rests on two guesses, the unit coefficient and the replacement of a whole band by its midpoint.

## Exact solution of the model

### Heat current

Consider a length $L$ of the channel with periodic boundary conditions. The allowed wave numbers are spaced by $2\pi/L$, so an interval $dk$ contains $L\,dk/2\pi$ modes. A phonon in one of them contributes an energy $\hbar\omega/L$ per unit length and moves at the group velocity $v=d\omega/dk$. The current that leaves the hot side and crosses the interface is

$$J_{h\to c}=\int\frac{dk}{2\pi}\,v\,\hbar\omega\,\tau\,n(\omega,T_h)
=\int_0^{\omega_c}\frac{d\omega}{2\pi}\,\hbar\omega\,\tau\,n(\omega,T_h),$$

because $v\,dk=d\omega$. The velocity has cancelled: fast modes carry energy quickly, but there are fewer of them per unit frequency. For a branch that rises steadily, the shape of the dispersion relation has dropped out with it. A branch with a maximum inside the zone would have two modes moving the same way at some frequencies, and these would count as two channels.

The reverse current has the same form with $T_c$. It also has the same $\tau$. With one channel on each side, elastic scattering is described by a $2\times2$ unitary matrix between flux-normalized waves. One of its columns gives $|r|^2+|t|^2=1$ and one of its rows gives $|r|^2+|t'|^2=1$, where $t$ and $t'$ are the amplitudes for crossing in the two directions. Hence $|t|^2=|t'|^2=\tau$. The net current is

$$J=\int_0^{\omega_c}\frac{d\omega}{2\pi}\,\hbar\omega\,\tau\,[n(\omega,T_h)-n(\omega,T_c)].$$

### Small temperature difference

Expanding about the mean temperature gives $n(\omega,T_h)-n(\omega,T_c)=\Delta T\,\partial n/\partial T+O(\Delta T^3)$; the second-order terms cancel because the two temperatures lie symmetrically about $T$. Write $x=\hbar\omega/k_BT$. Then $\partial x/\partial T=-x/T$ and $dn/dx=-e^x/(e^x-1)^2$, so

$$\hbar\omega\frac{\partial n}{\partial T}
=\frac{\hbar\omega}{T}\,\frac{x\,e^x}{(e^x-1)^2}
=k_B f(x),\qquad f(x)=\frac{x^2e^x}{(e^x-1)^2}.$$

Since $e^x-1=2e^{x/2}\sinh(x/2)$, the exponentials cancel and

$$f(x)=\left(\frac{y}{\sinh y}\right)^2,\qquad y=\frac{x}{2}.$$

The function $f$ is the heat capacity of a mode in units of $k_B$. The conductance is

$$G=\frac{\tau k_B}{2\pi}\int_0^{\omega_c}f\,d\omega.$$

A classical mode has energy $k_BT$ and heat capacity $k_B$, which means $f=1$. Therefore

$$G_{cl}=\frac{\tau k_B\omega_c}{2\pi}.$$

With $d\omega=(k_BT/\hbar)\,dx$, the ratio of the two is an average of $f$ over the band:

$$\frac{G}{G_{cl}}=\frac{1}{x_c}\int_0^{x_c}f(x)\,dx.$$

This holds at every temperature within the model.

### High-temperature expansion

The series of the hyperbolic sine gives

$$\frac{\sinh y}{y}=1+\frac{y^2}{6}+\frac{y^4}{120}+\dots$$

In its square, the coefficient of $y^2$ is $2/6=1/3$, and that of $y^4$ is $1/36+2/120=2/45$. To invert $1+\frac13y^2+\frac2{45}y^4$, use $1/(1+\epsilon)=1-\epsilon+\epsilon^2-\dots$. The $y^4$ coefficient becomes $1/9-2/45=1/15$, so

$$f=1-\frac{y^2}{3}+\frac{y^4}{15}-\dots
=1-\frac{x^2}{12}+\frac{x^4}{240}-\dots$$

Over a flat band the averages of $x^2$ and $x^4$ are $x_c^2/3$ and $x_c^4/5$. Hence

$$\boxed{\frac{G}{G_{cl}}=1-\frac{x_c^2}{36}+\frac{x_c^4}{1200}-\dots}$$

The leading quantum correction lowers the classical conductance by the fraction $(\hbar\omega_c/k_BT)^2/36$. The number 36 is the product of 12, from the heat capacity of one mode, and 3, from the average of $\omega^2$ over the band.

The sign can be read from the energy itself. From $y\coth y=1+y^2/3-\dots$ it follows that

$$\hbar\omega n=k_BT-\frac{\hbar\omega}{2}+\frac{(\hbar\omega)^2}{12k_BT}-\dots$$

The second term is the largest departure from $k_BT$, but it is independent of temperature and cancels between the reservoirs. The third term is positive and shrinks as $T$ rises. Its temperature derivative is negative, and so it reduces the heat that a given temperature difference drives.

### Range of validity

The function $f$ has its nearest singularities where $\sinh y=0$ with $y\ne0$, at $y=\pm i\pi$. The series therefore converges for $x_c<2\pi$. Convergence does not make the first term accurate, and a bound is more useful.

For an upper bound on the reduction, note that $(2k+1)!\ge6^k$: both sides equal 1 at $k=0$, and each step multiplies the left side by $(2k+2)(2k+3)\ge6$. For $y^2<6$ this gives

$$\frac{\sinh y}{y}=\sum_{k=0}^{\infty}\frac{y^{2k}}{(2k+1)!}
\le\sum_{k=0}^{\infty}\left(\frac{y^2}{6}\right)^k=\frac{1}{1-y^2/6}.$$

Taking the reciprocal and squaring, $f\ge(1-y^2/6)^2\ge1-y^2/3=1-x^2/12$. For $y^2\ge6$ the right side is negative while $f$ is positive, so the inequality holds for all $x$.

For a lower bound on the reduction, all coefficients in the series of $(\sinh y/y)^2$ are positive, so this square is at least $1+y^2/3$. With $z=y^2/3=x^2/12$,

$$f\le\frac{1}{1+z}\le1-z+z^2,$$

where the last step follows from $(1+z)(1-z+z^2)=1+z^3\ge1$. Averaging both inequalities over the band yields

$$\frac{x_c^2}{36}-\frac{x_c^4}{720}\le1-\frac{G}{G_{cl}}\le\frac{x_c^2}{36}.$$

The leading term thus never understates the reduction. When $x_c$ is small, the next term of the series shows that it overstates it by the relative amount $(x_c^4/1200)/(x_c^2/36)=0.03\,x_c^2$.

### Low-temperature limit

For $x_c\gg1$ the upper limit of the integral may be moved to infinity, since $f$ decays exponentially. Because $f=-x^2\,dn/dx$, integration by parts gives

$$\int_0^\infty f\,dx=2\int_0^\infty\frac{x\,dx}{e^x-1}
=2\sum_{m=1}^{\infty}\int_0^\infty x\,e^{-mx}dx=2\sum_{m=1}^{\infty}\frac1{m^2}=\frac{\pi^2}{3}.$$

The boundary terms vanish at both ends. Then $G/G_{cl}\to\pi^2/(3x_c)$, or

$$G\to\tau\,\frac{\pi k_B^2T}{6\hbar}.$$

The cutoff has disappeared, because thermal phonons no longer reach it. The conductance stays positive, whereas the leading high-temperature formula would make it vanish at $x_c=6$ and turn negative beyond.

### Other transmission curves

If $\tau$ depends on frequency, the average of $f$ is weighted by $\tau(\omega)$, and the leading reduction is $\langle x^2\rangle/12$ with the same weight. Let $u=\omega/\omega_c$. For a transmission that falls linearly to zero at the cutoff,

$$\langle u^2\rangle=\frac{\int_0^1u^2(1-u)\,du}{\int_0^1(1-u)\,du}=\frac{1/12}{1/2}=\frac16,$$

and the fraction is $x_c^2/72$. For a weight proportional to $\omega^2$, as when the number of open channels grows in this way, $\langle u^2\rangle=(1/5)/(1/3)=3/5$ and the fraction is $x_c^2/20$. The coefficient 36 belongs to the flat band that starts at zero frequency.

## Comparison of the estimate and the solution

The scaling estimate has the correct power and the correct sign. Its coefficient is too large by a factor of $36/16=2.25$, and both guesses contribute. The coefficient of $y^2$ is $1/3$, not 1. The band average of $y^2$ is $x_c^2/12$, which is $4/3$ of the midpoint value $x_c^2/16$. Together they give $\frac13\cdot\frac43\cdot\frac1{16}=\frac1{36}$.

For the iridium example, $\omega_c=43.98$ rad/ps and $x_c=1.1198$ at 300 K. The classical conductance is $G_{cl}=38.66$ pW/K for the channel. The estimates of its reduction are

$$\frac{x_c^2}{16}=\frac{1.254}{16}=7.8\,\%,\qquad
\frac{x_c^2}{36}=\frac{1.254}{36}=3.48\,\%.$$

The full integral gives 3.36 %, so that

$$G=38.66\,(1-0.0336)=37.36\ \text{pW/K},$$

which is 1.30 pW/K below the classical value. The leading term overstates the reduction by 3.8 % of the reduction itself, in agreement with $0.03x_c^2$. The next series term, 0.13 % of $G_{cl}$, is nearly equal to the difference.

With the cutoff held fixed, the scaling law predicts that heating from 300 K to 400 K multiplies the reduction by $(3/4)^2=0.56$. The full values, 3.36 % and 1.92 %, have the ratio 0.57. At 77 K, where $x_c=4.36$, the expansion parameter is no longer small. The scaling estimate gives a reduction of $2.25\times52.9\,\%=119\,\%$, which is impossible, and the leading term gives 52.9 %, against a full value of 33.4 %. The series still converges there, but its first term is a poor approximation. The numerical output lists the leading and full values; it also gives 36.0027 for the ratio of $x_c^2$ to the full reduction at $x_c=0.05$, as expected from $36(1+0.03x_c^2)$.

### The model beside a real contact

Iridium enters through its highest phonon frequency: oxide phonons above it find no iridium phonon of equal frequency. The value of 7 THz is rough, and it is the top of the whole spectrum: a transverse acoustic channel ends at a lower frequency and has a correspondingly smaller correction. A cutoff 10 % lower or higher changes the reduction at 300 K to 2.74 % or 4.03 %. The constant $\tau=0.40$ is a chosen value. When the band of the other side extends above the cutoff, as for the stiffer oxide here, the transmission of a harmonic channel falls to zero at the cutoff together with the group velocity, so a flat band is an idealization. Two harmonic chains that share the same cutoff can, by contrast, transmit with a constant $\tau$ right up to it. A real contact also has many channels, which open and close at different frequencies and transmit unequally. With the same cutoff, the two shapes treated above give full reductions of 1.70 % for the falling transmission and 6.00 % for the $\omega^2$ weight. These two shapes do not bracket every contact: a weakly bonded interface passes mainly low frequencies, and its reduction can lie below both. Since $f$ falls steadily with $x$, any elastic transmission below this cutoff gives a reduction smaller than $1-f(x_c)$, about 10 %. For a real contact the model therefore supports a correction of roughly one to a few per cent at room temperature, and not its second digit.

The assumption of elastic transfer can matter more than the quantum correction. If oxide phonons between 7 and 14 THz delivered their energy with an assumed probability of 0.05, by splitting into phonons that iridium can carry, the conductance would rise by about 10 % of its elastic value. That probability is an illustration, not a property established for this interface.

The metal adds a resistance of its own, because heat in its lattice must pass to the electrons that carry most of it away. Let $g$ be the electron–phonon coupling per volume and $\kappa$ the lattice conductivity. If the electron temperature is nearly uniform, the lattice temperature excess $\theta$ obeys $\kappa\theta''=g\theta$. It decays over the length $\sqrt{\kappa/g}$, and the heat flux at the interface is $\sqrt{g\kappa}\,\theta$. With rough values $g=5\times10^{17}$ W/(m³ K) and $\kappa=10$ W/(m K), this conductance is about 2200 MW/(m² K). In series with a rough interface conductance of 200 MW/(m² K), it lowers the total by $200/(200+2200)\approx8\,\%$. The estimate needs a metal film at least about twice as thick as the decay length, which is about 4.5 nm here. It also uses Fourier's law over that length, although the mean free path of the lattice phonons is itself a few nanometres. The 8 % is therefore only a rough size for the effect.

Heating also softens the lattice. A rough Grüneisen parameter of 2 and a volume expansion of $2\times10^{-5}$ K$^{-1}$ lower the cutoff by $2\times2\times10^{-5}\times100=0.4\,\%$ between 300 and 400 K, and $G_{cl}$ falls in proportion if $\tau$ is fixed. At fixed cutoff, the fading of the quantum correction raises $G$ by 1.49 % over the same range. Softening thus offsets about a quarter of this rise. A finite temperature difference is harmless by comparison: 10 K across the channel changes $J/\Delta T$ by less than 0.001 %.

Finally, the conductance depends on where the temperatures are defined. Beside the interface on the hot side, arriving phonons below the cutoff have occupation $n_h$ and departing ones $(1-\tau)n_h+\tau n_c$. Their mean is $n_h-\frac{\tau}{2}(n_h-n_c)$, which to first order in $\Delta T$ is a Bose occupation at $T_h-\tau\Delta T/2$. On the cold side the local temperature is likewise $T_c+\tau\Delta T/2$. The local drop is $(1-\tau)\Delta T$, so for $\tau<1$ a conductance based on local temperatures is larger by $1/(1-\tau)$, here $1/0.60=1.67$. The same factor multiplies the classical and the quantum result. The choice changes the conductance substantially, but for constant $\tau$ it leaves the fractional correction as it was. This holds for local temperatures read from the phonons below the cutoff. Oxide phonons above it are fully reflected in the model and keep the temperature of their reservoir; a local temperature that counts them gives a factor smaller than $1/(1-\tau)$, which varies with $T$.

## Calculated quantities

```
Numerical x_c^2/reduction at x_c = 0.05: 36.0027
Rough iridium cutoff frequency: 7.0 THz
Angular cutoff frequency: 43.98 rad/ps
Chosen transmission: 0.40
Temperature: 300 K
x_c: 1.1198
Classical conductance: 38.658 pW/K
Quantum conductance: 37.360 pW/K
Conductance lost: 1.298 pW/K
Leading reduction: 3.483 %
Next series term: 0.131 %
Full reduction: 3.357 %
Lower bound on reduction: 3.265 %
Leading term overstates reduction by: 3.77 %
At 400 K: x_c = 0.840, leading 1.96 %, full 1.92 %
At 77 K: x_c = 4.363, leading 52.88 %, full 33.38 %
Neglected effects at 300 K unless stated:
Reduction, falling transmission: 1.70 %
Reduction, omega^2 weight: 6.00 %
Reduction, cutoff 10 % lower: 2.74 %
Reduction, cutoff 10 % higher: 4.03 %
Temperature difference tried: 10 K
Resulting change of J/dT: -0.00088 %
Assumed inelastic probability, 7-14 THz: 0.05
Resulting added conductance: 10.2 %
Rough Gruneisen parameter: 2
Rough volume expansion: 2e-05 1/K
Cutoff softening, 300 to 400 K: 0.40 %
Quantum rise of G, 300 to 400 K: 1.49 %
Rough electron-phonon coupling: 5e+17 W/(m3 K)
Rough lattice conductivity: 10 W/(m K)
Rough interface conductance: 200 MW/(m2 K)
Electron-phonon conductance: 2236 MW/(m2 K)
Loss from this series resistance: 8.2 %
Local/reservoir temperature drop: 0.6000
Factor on G for local temperatures: 1.667
```
